# Index change and absorption from free carriers in silicon

A silicon waveguide at 1550 nm is transparent because the photon energy, 0.80 eV, lies below the gap. If a forward-biased diode fills the guide with electrons and holes, the light arrives with a different phase and is slightly weaker. The carriers have changed the refractive index and brought absorption with them. How large are the two changes, and can one be had without the other?

## 1. One kind of carrier, no collisions

Take $N$ electrons per volume, of charge $-e$ and effective mass $m$, in a field $E=E_0\cos\omega t$. Newton's equation is $m\ddot x=-eE_0\cos\omega t$. Two integrations, without drift or constant offset, give

$$x=\frac{eE_0}{m\omega^2}\cos\omega t .$$

The displacement is along $+E$ although the force is along $-E$, since a free particle driven sinusoidally moves in antiphase with its force. The polarization therefore opposes the field:

$$P=-Nex=-\frac{Ne^2}{m\omega^2}E .$$

The bound electrons of the crystal are already described by its background index $n$, so the displacement field is $D=\varepsilon_0n^2E+P$. The relative permittivity becomes

$$\varepsilon=n^2-\frac{\omega_p^2}{\omega^2},\qquad \omega_p^2=\frac{Ne^2}{\varepsilon_0m}.$$

No $n^2$ appears inside this $\omega_p^2$, because the background stands in its own term.

Write the new index as $n+\Delta n$. Then $n^2+2n\Delta n+\Delta n^2=n^2-\omega_p^2/\omega^2$. For a small change $\Delta n^2$ is dropped, so $\Delta n=-\omega_p^2/(2n\omega^2)$. With $\omega=2\pi c/\lambda$, where $\lambda$ is the vacuum wavelength, $1/\omega^2=\lambda^2/(4\pi^2c^2)$ and

$$\boxed{\Delta n=-\frac{e^2\lambda^2N}{8\pi^2c^2\varepsilon_0nm}}$$

The charge enters squared, so holes lower the index too.

**Limit.** As $\omega\to0$ the real part of the permittivity diverges, and the model has no absorption at any nonzero frequency. Both faults come from leaving out collisions.

## 2. Collisions

Let each carrier collide at random with probability $\gamma\,dt$ in a time $dt$, independently of its past, and let its mean velocity just after a collision be zero. The time $s$ since the last collision then has the distribution $\gamma e^{-\gamma s}ds$. With acceleration $a(t)=-eE(t)/m$, the mean velocity is

$$v(t)=\int_0^\infty\gamma e^{-\gamma s}\int_0^s a(t-u)\,du\,ds=\int_0^\infty e^{-\gamma u}a(t-u)\,du .$$

The second form follows by exchanging the integrals: the acceleration at delay $u$ counts if $s>u$, which has probability $e^{-\gamma u}$. Now differentiate, using $\partial_t a(t-u)=-\partial_u a(t-u)$, and integrate by parts:

$$\dot v=-\left[e^{-\gamma u}a(t-u)\right]_0^\infty-\gamma\int_0^\infty e^{-\gamma u}a(t-u)\,du=a(t)-\gamma v .$$

This is the Drude equation $m(\dot v+\gamma v)=-eE$.

From here on, fields are real parts of quantities varying as $e^{-i\omega t}$. Then $m(\gamma-i\omega)v=-eE$, and the current density $J=-Nev=\sigma E$ has

$$\sigma=\frac{Ne^2}{m(\gamma-i\omega)} .$$

The source of the magnetic field in Ampère's law is

$$J-i\omega\varepsilon_0n^2E=-i\omega\varepsilon_0\left(n^2+\frac{i\sigma}{\varepsilon_0\omega}\right)E ,$$

so the carriers add $\Delta\varepsilon=i\sigma/(\varepsilon_0\omega)$. Since $i/(\gamma-i\omega)=-1/(\omega+i\gamma)$,

$$\Delta\varepsilon=-\frac{\omega_p^2}{\omega(\omega+i\gamma)}=-\frac{\omega_p^2}{\omega^2+\gamma^2}+i\,\frac{\omega_p^2\gamma}{\omega(\omega^2+\gamma^2)} ,$$

where the last step multiplies numerator and denominator by $\omega-i\gamma$.

**Limits.** For $\gamma\to0$ the first stage returns. For $\omega\to0$ the real part stays finite at $-\omega_p^2/\gamma^2$, and $\sigma\to Ne^2/(m\gamma)=Ne\mu$ with mobility $\mu=e/(m\gamma)$. Between these limits, the collisionless value of $|\mathrm{Re}\,\Delta\varepsilon|$ is too large by the factor $1+(\gamma/\omega)^2$: 1% at $\gamma/\omega=0.1$, 9% at 0.3, and a factor of two at $\gamma=\omega$. These figures show how far $\omega$ must exceed $\gamma$ for a given accuracy.

## 3. The absorption

Let the complex index be $n+\Delta n+i\kappa$. Expanding the root,

$$\sqrt{n^2+\Delta\varepsilon}=n+\frac{\Delta\varepsilon}{2n}-\frac{\Delta\varepsilon^2}{8n^3}+\dots$$

At first order $\kappa=\mathrm{Im}\,\Delta\varepsilon/(2n)$. The field contains $e^{i\omega(n+\Delta n+i\kappa)z/c}$, whose squared magnitude falls as $e^{-2\omega\kappa z/c}$. The intensity absorption coefficient is therefore

$$\Delta\alpha=\frac{2\omega\kappa}{c}=\frac{\omega_p^2\gamma}{nc(\omega^2+\gamma^2)} .$$

For $\omega\gg\gamma$, inserting $\omega_p^2$, $1/\omega^2=\lambda^2/(4\pi^2c^2)$ and $\gamma=e/(m\mu)$ in turn gives

$$\boxed{\Delta\alpha=\frac{e^2\lambda^2N\gamma}{4\pi^2c^3\varepsilon_0nm}=\frac{e^3\lambda^2N}{4\pi^2c^3\varepsilon_0nm^2\mu}}$$

An energy balance gives the same result. The mean heating per volume is $\frac12\mathrm{Re}\,\sigma\,|E_0|^2$ and the intensity is $\frac12nc\varepsilon_0|E_0|^2$. Their ratio is $\mathrm{Re}\,\sigma/(nc\varepsilon_0)$. With $\mathrm{Re}\,\sigma=Ne^2\gamma/[m(\omega^2+\gamma^2)]$, this is the expression above.

## 4. Can the index change come alone?

As $\gamma\to0$ the absorption at $\omega$ vanishes while $\Delta n$ remains. Causality shows where the absorption went. Because the current follows the field in time, $\Delta\varepsilon$ is analytic in the upper half of the complex frequency plane. Integrate $\omega'\Delta\varepsilon(\omega')/(\omega'^2-\omega^2)$ along the real axis and close the path above. The factor $\omega'$ removes the pole of $\Delta\varepsilon$ at zero, and the large arc contributes nothing. The poles at $\pm\omega$ lie on the path and count half:

$$P\!\int_{-\infty}^{\infty}\frac{\omega'\Delta\varepsilon(\omega')}{\omega'^2-\omega^2}d\omega'=i\pi\,\frac{\Delta\varepsilon(\omega)+\Delta\varepsilon(-\omega)}2=i\pi\,\mathrm{Re}\,\Delta\varepsilon(\omega),$$

since $\Delta\varepsilon(-\omega)=\Delta\varepsilon(\omega)^*$ for a real response. Take the imaginary part, whose integrand is even. With $n$ held constant, let $\Delta\alpha=\omega\,\mathrm{Im}\,\Delta\varepsilon/(nc)$ and $\Delta n=\mathrm{Re}\,\Delta\varepsilon/(2n)$ denote the first-order changes at every frequency. At low frequencies, where $|\Delta\varepsilon|$ is not small beside $n^2$, this $\Delta\alpha$ is not the actual attenuation, but the relation between the two first-order quantities still holds:

$$\Delta n(\omega)=\frac c\pi\,P\!\int_0^\infty\frac{\Delta\alpha(\omega')}{\omega'^2-\omega^2}\,d\omega' .$$

For the Drude spectrum, use

$$\frac1{(\omega'^2+\gamma^2)(\omega'^2-\omega^2)}=\frac1{\omega^2+\gamma^2}\left[\frac1{\omega'^2-\omega^2}-\frac1{\omega'^2+\gamma^2}\right].$$

The first bracketed term has principal value zero and the second integrates to $\pi/(2\gamma)$. The result is $-\omega_p^2/[2n(\omega^2+\gamma^2)]$, as it should be. The area under $\Delta\alpha$ does not depend on $\gamma$. Fewer collisions squeeze the absorption towards zero frequency, and absorption lying below $\omega$ lowers the index at $\omega$.

## 5. The masses in silicon

The conduction band has six valleys, two along each cubic axis, with mass $m_l$ along the axis and $m_t$ across it. For a field along $x$, one third of equally filled valleys respond with $1/m_l$ and two thirds with $1/m_t$. The mean is the same for $y$ and $z$, so the response is isotropic:

$$\frac1{m_e}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right).$$

For $m_l=m_t$ this returns the single mass. Strain that fills the valleys unequally breaks the isotropy.

Model the holes by two isotropic parabolic bands, heavy ($m_1$) and light ($m_2$). At a common chemical potential, the substitution $k=\sqrt m\,q$ in the sum over states shows that each population is proportional to $m^{3/2}$, at any filling. The mean inverse mass is

$$\frac1{m_h}=\frac{m_1^{1/2}+m_2^{1/2}}{m_1^{3/2}+m_2^{3/2}} .$$

Rough masses $m_l=0.92$, $m_t=0.19$, $m_1=0.49$ and $m_2=0.16$, in units of the free-electron mass, give $m_e=0.258$ and $m_h=0.407/1.10=0.370$. The permittivity changes of electrons and holes add. A single $\gamma$ is assigned to each species, which matters for the absorption but not for the leading index change.

## 6. A phase modulator

Take $10^{18}\ \mathrm{cm^{-3}}$ electrons and as many holes at 300 K, $\lambda=1550$ nm, $n=3.48$, and rough mobilities of 270 and 150 cm²/Vs. These mobilities are typical of silicon doped to this density; in an undoped guide, collisions between the injected electrons and holes limit the mobilities instead, and the values and the computed absorption can differ. Let the wave lie entirely in the injected region. The frequency is $\omega=1.215\times10^{15}\ \mathrm{s^{-1}}$.

For electrons $(\omega_p/\omega)^2=8.34\times10^{-3}$ and $\gamma=e/(m_e\mu)=2.52\times10^{13}\ \mathrm{s^{-1}}$, so $\gamma/\omega=0.021$. For holes the values are $5.82\times10^{-3}$, $3.17\times10^{13}\ \mathrm{s^{-1}}$ and 0.026. The high-frequency condition holds well. Then

$$\Delta n=-\frac{8.342\times10^{-3}+5.824\times10^{-3}}{2(3.48)}=-2.04\times10^{-3},$$

of which electrons supply $-1.20\times10^{-3}$ and holes $-0.84\times10^{-3}$. The absorption, from $(\omega_p/\omega)^2\gamma/(nc)$, is $2.02+1.77=3.79\ \mathrm{cm^{-1}}$. In this model holes give less index change than electrons but nearly as much absorption, because their collision rate is higher. In measured silicon at this density the order of the two index changes is reversed, as section 7 notes.

The approximations made so far cost little. Collisions reduce $|\Delta n|$ by a fraction of order $(\gamma/\omega)^2\approx5\times10^{-4}$, while the next term of the root raises it by about $|\Delta\varepsilon|/(4n^2)\approx3\times10^{-4}$. The neglected physics of the next section is far larger.

A length $L$ changes the phase by $2\pi\Delta nL/\lambda$, so a shift of magnitude $\pi$ needs

$$L_\pi=\frac{\lambda}{2|\Delta n|}=381\ \mu\mathrm m .$$

For one species, dividing the two boxed results gives $\Delta\alpha/|\Delta n|=2\gamma/c$. Hence

$$\Delta\alpha L_\pi=\frac{2\gamma}{c}\,\frac\lambda2=\frac{2\pi\gamma}{\omega} .$$

Density and background index have cancelled. In this model, at fixed $\gamma$ and wavelength, more carriers shorten the device but do not reduce its loss at a $\pi$ shift. In real silicon the mobility falls as the density rises, so the dc value of $\gamma$ is not fixed. The measured loss at a $\pi$ shift also grows with density; between about $10^{17}$ and $10^{19}\ \mathrm{cm^{-3}}$ it grows more slowly than the inverse mobility. For two species $\gamma$ is replaced by its mean with weights $N/m$, here $2.79\times10^{13}\ \mathrm{s^{-1}}$. This gives $\Delta\alpha L_\pi=0.144$, or $4.343\times0.144=0.63$ dB.

## 7. What the model leaves out

**Band filling and band shape.** The effective densities of states, $2(2\pi m_0k_BT/h^2)^{3/2}$ times the sum of $m^{3/2}$ over bands or valleys ($m_l^{1/2}m_t$ for each valley, masses in units of the free-electron mass $m_0$), are $2.7\times10^{19}$ and $1.0\times10^{19}\ \mathrm{cm^{-3}}$. The filling ratios are 0.04 for electrons and 0.10 for holes, so Boltzmann statistics serve for estimates.

The conduction band flattens with energy. Describe this by $E(1+aE)=s$, with $s=\hbar^2k^2/2m$ and a rough $a=0.5\ \mathrm{eV^{-1}}$. The direction-averaged inverse mass is $\nabla_k^2E/(3\hbar^2)$. To first order $E=s-as^2$. Using $\nabla_k^2s=3\hbar^2/m$ and $|\nabla_ks|^2=2\hbar^2s/m$,

$$\frac{\nabla_k^2E}{3\hbar^2}=\frac1m\left[(1-2as)-\tfrac43as\right]=\frac1m\left(1-\tfrac{10}3as\right).$$

With $\langle s\rangle=\frac32k_BT$ the factor is $1-5ak_BT\approx0.935$. Numerical quadrature with the full dispersion gives 0.94, a 6% reduction of the electron part of $\Delta n$.

**A photon is much larger than $k_BT$.** Here $\hbar\omega/k_BT=31$. A carrier that absorbs a photon scatters into states far above the thermal ones, so the mobility need not supply the right $\gamma$. Consider static isotropic scatterers with elastic rate $\nu(E)=\nu_0\sqrt{E/k_BT}$, proportional to the density of final states.

Seen from a frame oscillating with the carrier, of amplitude $\mathbf A$ with $A=eE_0/(m\omega^2)$, each Fourier component of the scattering potential gains a factor $e^{i\mathbf q\cdot\mathbf A\cos\omega t}\approx1+i\mathbf q\cdot\mathbf A\cos\omega t$. The part that absorbs one photon has amplitude $\mathbf q\cdot\mathbf A/2$. By the golden rule its rate is $(\mathbf q\cdot\mathbf A)^2/4$ times the elastic rate at the final energy.

Averaging over directions gives $A^2(k^2+k'^2)/12$, with $k^2+k'^2=2m(2E+\hbar\omega)/\hbar^2$. Stimulated emission from the upper state subtracts the fraction $e^{-\hbar\omega/k_BT}$. The net power per carrier is

$$\hbar\omega\left(1-e^{-\hbar\omega/k_BT}\right)\frac{mA^2}{6\hbar^2}\left\langle\nu(E+\hbar\omega)(2E+\hbar\omega)\right\rangle .$$

Drude friction dissipates $\frac12m\gamma A^2\omega^2$. Equating the two,

$$\gamma_{\rm opt}=\frac{1-e^{-\hbar\omega/k_BT}}{3\hbar\omega}\left\langle\nu(E+\hbar\omega)(2E+\hbar\omega)\right\rangle .$$

For $\hbar\omega\ll k_BT$ this becomes $2\langle E\nu\rangle/(3k_BT)=1.50\,\nu_0$. At dc, the Boltzmann equation weights the free time $1/\nu$ by energy, so $\gamma_{\rm dc}=\langle E\rangle/\langle E/\nu\rangle=1.33\,\nu_0$. The classical ratio is thus 1.13. At the actual photon energy, quadrature gives $\gamma_{\rm opt}/\gamma_{\rm dc}=1.57$. If all scattering were of this kind, the absorption would rise from 3.8 to about $6\ \mathrm{cm^{-1}}$. Here it is not. Pure silicon has mobilities of roughly 1400 and 480 cm²/Vs, so the lower values used above mean that most dc scattering comes from charged dopants or other carriers. Absorbing so large a photon requires a large momentum transfer $\hbar q$, where a Coulomb potential, falling as $1/q^2$, is weak. For that part of the scattering $\gamma_{\rm opt}$ lies below $\gamma_{\rm dc}$, and the correction lowers the absorption.

**The gap shrinks.** Carriers also lower the absorption edge. Take an indirect edge $\alpha=K(E-E_g)^2$ with rough values $K=5000\ \mathrm{cm^{-1}eV^{-2}}$ and $E_g=1.12$ eV, shifted down by 20 meV. The integral of section 4, taken up to 2.5 eV, gives $+4\times10^{-4}$. New absorption above the photon energy raises the index, here by about 20% of the Drude magnitude. The size is nearly proportional to the assumed shift. It also depends on the upper limit: for this edge the change in $\alpha$ grows linearly with $E$, so the integrand falls only as $1/E$ and the integral grows logarithmically with the limit.

**Heating.** With a rough thermo-optic coefficient of $1.8\times10^{-4}\ \mathrm{K^{-1}}$, a rise of $2.04\times10^{-3}/1.8\times10^{-4}\approx11$ K cancels the carrier effect.

**Beside real silicon.** Measured changes for this carrier pair are roughly $-3\times10^{-3}$ in index and $15\ \mathrm{cm^{-1}}$ in absorption, and the measured hole index change is not linear in density. The total Drude index change is therefore right in sign and order of magnitude, but its division between the carriers is not: the measured parts are roughly $-0.9\times10^{-3}$ for electrons and $-2\times10^{-3}$ for holes. The absorption computed from dc mobility is low by about a factor of four. The photon-energy correction does not explain that factor: it raises the absorption for static isotropic scatterers but lowers it for charged ones, which dominate the dc mobility here. Transitions between valence bands and the warping of those bands are absent from the model and were not sized. They concern holes only, whereas the measured absorption divides into roughly $9\ \mathrm{cm^{-1}}$ for electrons and $6\ \mathrm{cm^{-1}}$ for holes, so the electron part alone is low by about four, and nothing sized here accounts for it. With the rough measured pair, $L_\pi$ is about 0.26 mm and the loss about 1.7 dB, so 0.63 dB should not be used as a design value.
